# Ballistic spreading of a one-cell vibration in a narrow phonon band

A vibration is started in one cell of a chain with lattice constant 0.50 nm. Its phonon band is 1.00 meV wide and centred at 20 meV. After 2.0 ps the starting cell holds 25.1 % of the energy, while each of its two neighbours holds 31.4 %. The rms width of the energy distribution is 0.537 nm, or 1.07 cells. Two things need explaining: why the width has this value, and why the starting cell is no longer the richest.

## Setting and statement

Cell \(n\) sits at \(x_n=na\) and has one vibrational coordinate \(u_n\), scaled so that its kinetic energy is \(\dot u_n^2/2\). Neighbouring cells are coupled by a constant \(g>0\):
\[
\ddot u_n=-\omega_0^2u_n-g\,(u_{n+1}+u_{n-1}). \tag{1}
\]
The chain is infinite, harmonic and periodic, and \(2g<\omega_0^2\), which makes it stable. At \(t=0\) only cell 0 is displaced, \(u_n(0)=\delta_{n0}\), and all cells are at rest.

The energy of the bond between \(n\) and \(n+1\) is \(g\,u_nu_{n+1}\). Half of it is assigned to each end, so the energy of a cell is
\[
e_n=\tfrac12\dot u_n^2+\tfrac12\omega_0^2u_n^2+\tfrac g2u_n(u_{n+1}+u_{n-1}). \tag{2}
\]
The total is conserved and equals its initial value \(E=\omega_0^2/2\). With \(p_n=e_n/E\), the width is \(\sigma=a(\sum_n n^2p_n)^{1/2}\). The mean position stays at zero, because the equations and the start are symmetric under \(n\to-n\).

**Theorem.** Let \(\Delta\) be the full width of the band, top minus bottom, in angular frequency.

(a) For the cosine band \(\omega(k)=\omega_0+\tfrac{\Delta}{2}\cos ka\), with the amplitude dynamics of Lemma 2,
\[
\boxed{\;\sigma(t)=\frac{a\,\Delta\,t}{2\sqrt2}\;}\qquad\text{for all }t\ge0 .
\]

(b) For Newton's equations (1), replace \(\Delta\) in the law by \(2g/\omega_0\), which is the full width to leading order in \(g/\omega_0^2\) (Lemma 1). The law then holds up to a relative excess in \(\sigma^2\) that lies between 0 and \(1/(\omega_{\min}t)^2\). Here \(\omega_{\min}\) is the lowest frequency of the band.

The prefactor belongs to this definition of \(\Delta\). With the half width \(B=\Delta/2\) the law reads \(\sigma=aBt/\sqrt2\). With the full width in ordinary frequency, \(F=\Delta/2\pi\), it reads \(\sigma=\pi aFt/\sqrt2\).

## From the chain to the cosine band

**Lemma 1.** The chain (1) has \(\omega^2=\omega_0^2+2g\cos ka\). For \(g\ll\omega_0^2\) this is a cosine band of width \(2g/\omega_0\).

*Proof.* Insert \(u_n=e^{i(kna-\omega t)}\) into (1). The two neighbours contribute \(e^{ika}+e^{-ika}=2\cos ka\), which gives the first claim. With \(s=2g/\omega_0^2\), expansion of the root gives
\[
\omega=\omega_0\sqrt{1+s\cos ka}\approx\omega_0+\frac{g}{\omega_0}\cos ka ,
\]
and comparison with \(\tfrac\Delta2\cos ka\) yields \(\Delta=2g/\omega_0\), hence \(s=\Delta/\omega_0\). The true width is
\[
\omega_0\left(\sqrt{1+s}-\sqrt{1-s}\right)=\omega_0\left(s+\tfrac18s^3+\dots\right),
\]
because the even powers cancel. The relative error of the width is therefore \(s^2/8\) to leading order. \(\square\)

In the example \(s=0.050\), so \(s^2/8=3.1\times10^{-4}\). Diagonalizing a ring of 120 cells gives the same excess, \(3.13\times10^{-4}\).

**Lemma 2.** Write \(u_n=\mathrm{Re}[\psi_ne^{-i\omega_0t}]\). In a narrow band the slow amplitudes obey
\[
i\dot\psi_n=\frac\Delta4(\psi_{n+1}+\psi_{n-1}),\qquad \psi_n(0)=\delta_{n0}, \tag{3}
\]
and to leading order in \(\Delta/\omega_0\) the energy share is \(p_n=|\psi_n|^2\).

*Proof.* Two time derivatives of \(\psi_ne^{-i\omega_0t}\) give \((\ddot\psi_n-2i\omega_0\dot\psi_n-\omega_0^2\psi_n)e^{-i\omega_0t}\). The last term cancels the restoring force in (1). Since \(\psi\) changes at a rate of order \(\Delta\), \(\ddot\psi_n\) is smaller than \(2\omega_0\dot\psi_n\) by a factor of order \(\Delta/\omega_0\), and it is dropped. What remains is \(2i\omega_0\dot\psi_n=g(\psi_{n+1}+\psi_{n-1})\), and \(g/2\omega_0=\Delta/4\).

The start is at rest, as required: \(\dot u_n(0)=\mathrm{Re}[\dot\psi_n-i\omega_0\psi_n]\) vanishes, because both terms are purely imaginary at \(t=0\).

For the energy, \(\dot u_n\approx\omega_0\,\mathrm{Im}[\psi_ne^{-i\omega_0t}]\), so \(\tfrac12\dot u_n^2+\tfrac12\omega_0^2u_n^2\approx\tfrac12\omega_0^2|\psi_n|^2\). The bond terms are smaller by a factor of order \(g/\omega_0^2=\Delta/2\omega_0\). Division by \(E=\omega_0^2/2\) gives the share. \(\square\)

## Proof of part (a)

Let \(\theta=ka\) and \(\psi(\theta,t)=\sum_n\psi_n(t)e^{-in\theta}\). Equation (3) becomes \(i\dot\psi=\tfrac\Delta2\cos\theta\;\psi\). The one-cell start gives \(\psi(\theta,0)=1\), so all wavevectors are excited equally, and
\[
\psi(\theta,t)=e^{-i(\Delta t/2)\cos\theta}. \tag{4}
\]
Differentiation with respect to \(\theta\) brings down the cell number: \(i\,\partial_\theta\psi=\sum_nn\psi_ne^{-in\theta}\). Parseval's theorem then turns the second moment into an average over the band, written \(\langle\cdot\rangle=\int_{-\pi}^{\pi}d\theta/2\pi\):
\[
\sum_nn^2|\psi_n|^2=\left\langle|\partial_\theta\psi|^2\right\rangle
=\left\langle\left(\frac{\Delta t}{2}\sin\theta\right)^2\right\rangle=\frac{\Delta^2t^2}{8}, \tag{5}
\]
because \(\langle\sin^2\theta\rangle=\tfrac12\). Multiplying by \(a^2\) and taking the root proves (a). \(\square\)

The group velocity is \(v_g=d\omega/dk=-\tfrac{a\Delta}2\sin ka\), so (5) says \(\sigma^2=t^2\langle v_g^2\rangle\). Each wave travels at its own constant speed, and the width grows because the speeds differ. The rms speed is
\[
v=\frac{a\Delta}{2\sqrt2}.
\]

**Remark 1: the energy profile.** The expansion \(e^{-iz\cos\theta}=\sum_n(-i)^nJ_n(z)e^{in\theta}\), applied to (4), gives \(p_n=J_n^2(\Delta t/2)\). In the example \(\Delta t/2=1.519\). There \(J_0^2=0.251\) is already below \(J_1^2=0.314\), which answers the second question of the opening. The energy leaves cell 0 as a wave: the share of that cell falls to zero at \(\Delta t/2=2.405\), the first zero of \(J_0\), and later partly returns. In diffusion from one cell, the starting cell would stay the richest.

**Remark 2: long times.** The distribution of \(n/t\) has the characteristic function \(\sum_np_ne^{iqn/t}\). Multiplying \(\psi_n\) by \(e^{iqn/t}\) shifts \(\theta\) to \(\theta-q/t\), so
\[
\sum_np_ne^{iqn/t}=\left\langle e^{i(\Delta t/2)[\cos\theta-\cos(\theta-q/t)]}\right\rangle\;\longrightarrow\;\left\langle e^{-iq(\Delta/2)\sin\theta}\right\rangle\quad(t\to\infty).
\]
The right side is the characteristic function of \(v_g/a\) for evenly spread \(\theta\). Coarse-grained, the energy therefore follows the distribution of group velocities, whose density is \(1/(\pi\sqrt{v_f^2-v_g^2})\) with \(v_f=a\Delta/2\). It piles up near two fronts at \(\pm v_ft\), and the rms width is the front distance divided by \(\sqrt2\). The fronts are not sharp at finite time: when they have reached cells \(\pm40\), 3.4 % of the energy lies beyond them.

## Proof of part (b)

Part (b) keeps the fast oscillation that Lemma 2 removed. Let \(u(\theta,t)\) be the Fourier sum of \(u_n\). The start gives \(u=\cos\omega t\) and \(\dot u=-\omega\sin\omega t\), with \(\omega^2=\omega_0^2+2g\cos\theta\). A prime denotes \(\partial_\theta\).

The second moment of (2) has a bond part. Since \(n^2u_n\) corresponds to \(-u''\), and the sum over neighbours to \(2\cos\theta\,u\), integration by parts gives
\[
\frac g2\sum_nn^2u_n(u_{n+1}+u_{n-1})=g\langle u'(\cos\theta\,u)'\rangle
=g\langle\cos\theta\,u'^2\rangle-g\langle\sin\theta\,uu'\rangle .
\]
With \(uu'=(u^2)'/2\), a second integration by parts turns the last term into \(+\tfrac g2\langle\cos\theta\,u^2\rangle\). Adding the kinetic and on-site parts,
\[
\sum_nn^2e_n=\tfrac12\left\langle\dot u'^2+\omega^2u'^2+g\cos\theta\,u^2\right\rangle. \tag{6}
\]
Now \(u'=-\omega't\sin\omega t\) and \(\dot u'=-\omega'\sin\omega t-\omega\omega't\cos\omega t\). Squaring and adding,
\[
\dot u'^2+\omega^2u'^2=\omega^2\omega'^2t^2+\omega'^2\sin^2\omega t+\omega\omega'^2t\sin2\omega t. \tag{7}
\]
Differentiating \(\omega^2\) gives \(\omega\omega'=-g\sin\theta\), so the first term averages to \(g^2t^2/2\), and the last term equals \(g^2t\sin^2\theta\sin(2\omega t)/\omega\).

For the third term of (6), write \(u^2=\tfrac12(1+\cos2\omega t)\). The constant averages to zero against \(\cos\theta\), and the rest is integrated by parts:
\[
\frac g2\langle\cos\theta\cos2\omega t\rangle=\frac g2\langle2\omega't\sin\theta\sin2\omega t\rangle=-\left\langle\frac{g^2t\sin^2\theta}{\omega}\sin2\omega t\right\rangle .
\]
This cancels the last term of (7). Dividing by \(E=\omega_0^2/2\),
\[
\frac{\sigma^2}{a^2}=\frac{g^2t^2}{2\omega_0^2}+\frac{1}{\omega_0^2}\left\langle\omega'^2\sin^2\omega t\right\rangle. \tag{8}
\]
With \(\Delta=2g/\omega_0\) the first term is \(\Delta^2t^2/8\). The second is not negative. Since \(\omega'^2=g^2\sin^2\theta/\omega^2\), it is at most \(g^2/(2\omega_0^2\omega_{\min}^2)\). Its ratio to the first term is at most \(1/(\omega_{\min}t)^2\). \(\square\)

**Remark 3: size of the correction.** In the example \(\omega_0t=2(1.519)/0.050\approx61\), and the bound allows an excess of about 0.014 % in \(\sigma\). Direct solution of (1), sampled over one fast period around 2.0 ps, deviates from the law by at most 0.01 %. The individual cell shares are also close to \(J_n^2\): around 2.0 ps they differ from it by about \(10^{-4}\). The first-order corrections in \(\Delta/\omega_0\) vanish cell by cell, because \(\psi_n\) is \((-i)^n\) times a real function. The second-order remainder grows with time; summed over all cells it reaches 0.01 when the fronts are at \(\pm40\).

**Remark 4: the first instants.** For \(\omega t\ll1\) the second term of (8) becomes \(\langle\omega'^2\omega^2\rangle t^2/\omega_0^2=g^2t^2/2\omega_0^2\), equal to the first. The width is then \(\sqrt2\) times the law. The excess fades quickly: by the bound in (b), it is below 1.3 % of \(\sigma\) once \(\omega_{\min}t=2\pi\), that is, after one period of the slowest wave.

## The example in numbers

The bandwidth of 1.00 meV, divided by \(\hbar\), is \(\Delta=1.519\) rad/ps. Hence
\[
\sigma=\frac{0.50\ \text{nm}\times1.519\ \text{ps}^{-1}\times2.0\ \text{ps}}{2.828}=0.537\ \text{nm}.
\]
The cell energies give the same value. With shares 0.3142, 0.0561 and 0.0040 in cells 1, 2 and 3 on either side,
\[
\sum_nn^2p_n\approx2\,(0.3142+4\times0.0561+9\times0.0040)=1.149 ,
\]
whose root is 1.072 cells. Cells further out supply the small remainder up to 1.074. The rms speed is 0.269 nm/ps, or 269 m/s. The fronts move at 0.380 nm/ps and have covered 0.760 nm.

## When the law fails

**Proposition (phase scrambling).** Let random frequency noise in each cell destroy the phase relation between different cells at the rate \(1/\tau\), without removing energy. Then
\[
\sigma^2=2v^2\tau^2\left(\frac t\tau-1+e^{-t/\tau}\right). \tag{9}
\]

*Proof.* Let \(\rho_{mn}=\overline{\psi_m\psi_n^*}\) be the noise average and \(J=\Delta/4\). From (3),
\[
\dot\rho_{mn}=-iJ(\rho_{m+1,n}+\rho_{m-1,n}-\rho_{m,n+1}-\rho_{m,n-1})-\frac{1-\delta_{mn}}{\tau}\rho_{mn}.
\]
Put \(M=\sum_nn^2\rho_{nn}\) and \(c_n=\rho_{n+1,n}\). Shifting the summation index where needed,
\[
\dot M=-iJ\sum_n(c_n-c_n^*)\,[n^2-(n+1)^2]=-2J\sum_n(2n+1)\,\mathrm{Im}\,c_n\equiv S .
\]
The equation for \(c_n\) contains \(\rho_{nn}-\rho_{n+1,n+1}\) and \(d_n-d_{n-1}\), where \(d_n=\rho_{n+2,n}\). Weighted with \(2n+1\) and summed, the first gives \(2\sum_n\rho_{nn}=2\) and the second gives \(-2\sum_nd_n\). Hence
\[
\dot S=4J^2\Big(1-\mathrm{Re}\sum_nd_n\Big)-\frac S\tau .
\]
In the equation for \(\sum_nd_n\) the hopping terms cancel after an index shift. The sum starts at zero and can only decay, so it stays zero. Therefore \(S=4J^2\tau(1-e^{-t/\tau})\). Integration gives \(M=4J^2\tau^2(t/\tau-1+e^{-t/\tau})\), and \(2a^2J^2=a^2\Delta^2/8=v^2\) completes the proof. \(\square\)

For \(t\ll\tau\) the bracket is \(t^2/2\tau^2\), and the ballistic law returns. For \(t\gg\tau\), \(\sigma^2\approx2Dt\) with \(D=v^2\tau\): the spreading has become diffusion. With \(\tau=2.0\) ps, a value chosen for illustration, the width at 2.0 ps is 0.461 nm, 14 % below the ballistic value, and \(D=0.144\) nm²/ps \(=1.44\times10^{-3}\) cm²/s.

**Energy loss.** If every cell loses energy at the same rate, all \(|\psi_n|^2\) shrink by a common factor, and the normalized width is unchanged. The signal does shrink: with an energy lifetime of 2.0 ps, 37 % remains in the branch at 2.0 ps.

**Unequal cells.** Static frequency differences put neighbours out of resonance. With a Gaussian scatter of 0.50 meV standard deviation, averaged over 200 random chains, the width at 2.0 ps falls to 0.47 nm. At 20 ps this set of chains gives 1.35 nm, which is on the high side: other sets of 200 give about 1.24 nm with a spread of 0.03 nm; the clean chain would give 5.37 nm. Scatter comparable to the bandwidth thus spoils late times far more than early ones.

**Band shape.** Let \(\omega=\omega_0+\tfrac\Delta2(\cos\theta+b\cos2\theta)\) with \(|b|<\tfrac14\). The slope is proportional to \(-\sin\theta(1+4b\cos\theta)\), so the extremes remain at \(\theta=0\) and \(\pi\), and the full width remains \(\Delta\). The mean square velocity becomes \(\tfrac{a^2\Delta^2}4\left(\tfrac12+\tfrac{4b^2}2\right)\), since the cross term averages to zero. At fixed \(\Delta\) the width is multiplied by \(\sqrt{1+4b^2}\). For \(b=0.10\) this is 2 %.

**Temperature.** Equation (1) is linear, so the started motion adds to the thermal motion. The thermal displacements and velocities average to zero, the cross terms in the mean energy vanish, and the excess energy follows the theorem. At 300 K a 20 meV mode holds 0.86 thermal quanta on average. They form a background. Within the harmonic chain, temperature therefore does not alter the mean spreading. In a real crystal it can do so through anharmonicity, which causes scattering and shifts the frequencies and couplings; the chain leaves this out.

## One cell of the chain and one cell of a crystal

In a polar crystal, waves polarized along their own wavevector carry an electric field that raises their frequency. A simple model for polarization along \(z\) is
\[
\omega^2=\omega_T^2+S_p\frac{k_z^2}{k^2},\qquad S_p=\omega_L^2-\omega_T^2 .
\]
If a whole sheet of cells normal to \(y\) starts in phase, only \(\mathbf k\parallel y\) is excited. Then \(k_z=0\) and the field term vanishes. One chain cell should therefore be read as such a sheet, polarized in its own plane. On a lattice the dipole field still couples neighbouring sheets at short range. For point dipoles on a simple cubic lattice with edges at 20 and 30 meV, this alone gives the transverse branch a width of 0.66 meV along \(y\), which must be counted as part of \(\Delta\).

A single crystal cell excites all directions. Differentiating \(\omega^2\) gives \(v_y=-S_pk_yk_z^2/(\omega k^4)\). Replace the Brillouin zone by a sphere of equal volume, with radius \(K=(6\pi^2)^{1/3}/a=7.80\) nm⁻¹. Over this sphere \(\langle1/k^2\rangle=3/K^2\). With \(\mu=k_z/k\), the azimuthal average of \(k_y^2/k^2\) is \((1-\mu^2)/2\), so
\[
\langle v_y^2\rangle=\frac{3S_p^2}{K^2}\int_0^1\frac{(1-\mu^2)\,\mu^4}{2(\omega_T^2+S_p\mu^2)}\,d\mu .
\]
For edges at 20 and 30 meV the rms speed is 1.11 nm/ps, 4.1 times that of the chain. This is an estimate, since it weights all waves equally, the split band is not narrow, and the polarization is held along \(z\). For point dipoles on a simple cubic lattice the speed is 1.17 nm/ps with the polarization so held, but 0.68 nm/ps, 2.5 times that of the chain, when it is free to turn. It still shows that the chain law must not be applied to a single cell of a polar crystal with such a splitting.

## Comparison with ferroelectric hafnia

The lattice constant is close to that of ferroelectric hafnia. The band centre of 20 meV and the width of 1 meV are choices that represent a very flat optical branch; they are not taken from a computed or measured band. At fixed \(a\), a branch five times wider spreads five times faster. Films in memory capacitors are polycrystalline, and for a grain 10 nm across a wall may lie 5 nm from the start. Without losses the fronts would get there after about 13 ps. In a chain without walls the ballistic law would bring the rms width to 5 nm after 18.6 ps, but by then a fraction of only \(9\times10^{-5}\) of the energy is left in the branch. With phase scrambling the same width takes 88.6 ps. For a sheet start with these parameters, energy loss and phase scrambling both matter after about 2 ps, long before the wall is reached: the ballistic law describes the first picosecond or two and about one cell of travel. Real hafnia also has many branches, which a displaced cell would generally excite together; the chain leaves them out. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
lattice constant a: 0.50 nm
band centre: 20.0 meV
full bandwidth: 1.00 meV
bandwidth Delta: 1.5193 rad/ps
Delta/omega0: 0.050
time t: 2.0 ps
Bessel argument Delta t/2: 1.5193
energy share, cell 0: 0.2511
energy share, cell +1 (same for -1): 0.3142
energy share, cell +2 (same for -2): 0.0561
energy share, cell +3 (same for -3): 0.0040
rms width from lattice sum: 0.5371 nm
rms width from formula: 0.5371 nm
rms width in cells: 1.0743
rms speed: 0.2686 nm/ps = 268.6 m/s
front speed a Delta/2: 0.3798 nm/ps
front distance at t: 0.7596 nm
long-time check, front at cell: 40.0
energy share beyond that front: 0.0335
Newton bandwidth/Delta - 1: 3.13e-04
Newton width, largest deviation: 0.01 %
same, band centre 4 times higher: 0.00 %
scrambling time and lifetime tau: 2.0 ps
width at t with scrambling: 0.4607 nm
ratio to ballistic width: 0.858
diffusion constant: 0.1443 nm^2/ps
diffusion constant: 1.44e-03 cm^2/s
energy left in branch at t: 0.368
distance to grain wall: 5.0 nm
ballistic time to rms width = wall: 18.6 ps
energy left at that time: 9.1e-05
same width with scrambling: 88.6 ps
cell frequency scatter: 0.50 meV
width at t with scatter: 0.468 nm
later time for scatter: 20.0 ps
width then, with scatter: 1.35 nm
width then, ballistic: 5.37 nm
second harmonic, relative: 0.10
width ratio from second harmonic: 1.0198
longitudinal edge: 30.0 meV
zone sphere radius: 7.796 1/nm
rms speed from longitudinal field: 1.110 nm/ps
ratio to rms speed of the chain: 4.13
temperature: 300 K
thermal energy kT: 25.85 meV
thermal quanta per mode: 0.856
```
